# Spin statistics of electron capture by a spin-one-half defect

## Problem

A neutral defect in silicon, of the dangling-bond type, holds one unpaired electron in a localized orbital. A conduction electron can be captured into the same orbital. The orbital then holds two electrons, and by the Pauli principle their spins form a singlet. Capture conserves total spin, so only a pair that arrives as a singlet can be captured.

Let $C_S$ be the capture coefficient for pairs that arrive in the normalized singlet state. The capture rate per volume in such a population would be $C_S nN$, with $n$ the electron density and $N$ the density of neutral defects. Take these rough values for damaged crystalline silicon at 300 K:

- $C_S=4\times10^{-8}$ cm³/s,
- $N=10^{16}$ cm⁻³,
- excess electron density $n_0=10^{14}$ cm⁻³.

Neither the electrons nor the defects are spin polarized, and each electron arrives uncorrelated with the defect it meets. With what probability is a pair a singlet? What are the capture coefficient $C$ and the electron lifetime?

## A tempting solution

The two spins are either parallel or antiparallel. Without polarization each case has probability $1/2$. Parallel spins cannot share an orbital, while antiparallel spins can. The singlet probability is therefore $1/2$, which gives

$$C=\tfrac12 C_S=2\times10^{-8}\ \text{cm}^3/\text{s},\qquad \tau=\frac{1}{CN}=5\ \text{ns}.$$

## Where it fails

The first three sentences are correct for spins measured along one axis. The fault is the step from "antiparallel" to "singlet". Write the defect spin first and the electron spin second. The singlet and the triplet state with zero spin projection are

$$|S\rangle=\frac{|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2}.$$

Adding them and dividing by $\sqrt2$ gives

$$|{\uparrow\downarrow}\rangle=\frac{|S\rangle+|T_0\rangle}{\sqrt2}.$$

An antiparallel pair is thus a singlet with probability $1/2$, not 1. The tempting solution counts its triplet half as capturable.

## Right solution

**The singlet projector.** Let $\mathbf s_d$ and $\mathbf s_e$ be the spin operators of defect and electron in units of $\hbar$. Each has $\mathbf s^2=\tfrac12(\tfrac12+1)=\tfrac34$, and the two commute, so

$$\mathbf S^2=(\mathbf s_d+\mathbf s_e)^2=\tfrac32+2\,\mathbf s_d\cdot\mathbf s_e .$$

To find the eigenvalues, use raising and lowering operators:

$$\mathbf s_d\cdot\mathbf s_e=s_{d}^zs_{e}^z+\tfrac12\left(s_d^+s_e^-+s_d^-s_e^+\right).$$

On $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$ the bracket gives zero, and the first term gives $\tfrac14$. On the antiparallel states,

$$\mathbf s_d\cdot\mathbf s_e|{\uparrow\downarrow}\rangle=-\tfrac14|{\uparrow\downarrow}\rangle+\tfrac12|{\downarrow\uparrow}\rangle,$$

and the same holds with the arrows exchanged. The sum of the two states therefore has eigenvalue $-\tfrac14+\tfrac12=\tfrac14$, and the difference has $-\tfrac14-\tfrac12=-\tfrac34$. Hence $\mathbf S^2$ is 2 for three states, the triplets, and 0 for one, the singlet. The operator

$$\Pi_S=\tfrac14-\mathbf s_d\cdot\mathbf s_e$$

gives 1 on the singlet and 0 on every triplet, so it is the projector onto the singlet.

**The unpolarized pair.** A spin pointing along the unit vector $\mathbf m$ has the density matrix $\tfrac12(I+\mathbf m\cdot\boldsymbol\sigma)$, where $\boldsymbol\sigma$ are the Pauli matrices. Averaging over all directions removes $\mathbf m$ and leaves $I/2$. This is what "unpolarized" means, and it favours no axis. For an uncorrelated pair the joint density matrix is the product

$$\rho=\frac{I}{2}\otimes\frac{I}{2}=\frac{I_4}{4}.$$

A projector onto one state has trace 1, so

$$P_S=\operatorname{Tr}(\Pi_S\rho)=\tfrac14\operatorname{Tr}\Pi_S=\tfrac14 .$$

The counting argument, once repaired, agrees. The four product states are equally likely and have singlet weights $0,\tfrac12,\tfrac12,0$, whose mean is $\tfrac14$.

**Polarized partners.** Let the polarization vectors be $\mathbf p_d$ and $\mathbf p_e$, with lengths between 0 and 1, so that $\langle\mathbf s_d\rangle=\mathbf p_d/2$ and $\langle\mathbf s_e\rangle=\mathbf p_e/2$. For an uncorrelated pair the mean of the product is the product of the means:

$$P_S=\tfrac14-\langle\mathbf s_d\rangle\cdot\langle\mathbf s_e\rangle=\frac{1-\mathbf p_d\cdot\mathbf p_e}{4}.$$

If either vector vanishes, the result is $\tfrac14$; one unpolarized partner is enough. Full parallel polarization gives 0. Full antiparallel polarization gives $\tfrac12$, so the tempting value belongs to a sample prepared with opposite spins.

**From probability to rate.** It remains to show that the rate is $C_S$ times $P_S$. Let $d^\dagger_\sigma$ create an electron of spin $\sigma$ in the defect orbital and $k^\dagger_\sigma$ one in the band state. Take a one-electron coupling that does not act on spin,

$$V=M\sum_\sigma d^\dagger_\sigma k_\sigma ,$$

and the final state $|f\rangle=d^\dagger_\uparrow d^\dagger_\downarrow|0\rangle$. The coupling replaces $k^\dagger_\sigma$ by $M d^\dagger_\sigma$:

$$V d^\dagger_\uparrow k^\dagger_\downarrow|0\rangle=M d^\dagger_\uparrow d^\dagger_\downarrow|0\rangle=M|f\rangle,$$

$$V d^\dagger_\downarrow k^\dagger_\uparrow|0\rangle=M d^\dagger_\downarrow d^\dagger_\uparrow|0\rangle=-M|f\rangle .$$

The minus sign comes from exchanging two fermion operators. Parallel spins give zero because $d^\dagger_\sigma d^\dagger_\sigma=0$. The singlet and $T_0$ amplitudes are then

$$\frac{M-(-M)}{\sqrt2}=\sqrt2\,M,\qquad \frac{M+(-M)}{\sqrt2}=0 .$$

For any spin state $|\psi\rangle$ the amplitude is therefore $\sqrt2M\langle S|\psi\rangle$. Its square, averaged over the ensemble, is $2|M|^2\langle S|\rho|S\rangle=2|M|^2P_S$. The singlet itself has $2|M|^2$, so the ratio of the rates is $P_S$, and

$$C=P_S\,C_S=\tfrac14C_S .$$

**Which coefficient takes which factor.** The squared amplitude is $2|M|^2$ for the singlet but $|M|^2$ for an opposite-spin product state. The opposite-spin coefficient is thus $C_{\rm opp}=C_S/2=2\times10^{-8}$ cm³/s. Half of all unpolarized pairs are antiparallel, so $C=\tfrac12C_{\rm opp}$, which is again $\tfrac14C_S$. A coefficient calculated for a defect electron with spin up and a band electron with spin down takes the factor $\tfrac12$. Applying $\tfrac14$ to it would count the spin restriction twice.

## Numbers

The capture coefficient is

$$C=\tfrac14\,(4\times10^{-8})=1\times10^{-8}\ \text{cm}^3/\text{s}.$$

For the lifetime, follow the two spin populations. A spin-up electron is captured by spin-down defects, whose density is $N/2$:

$$\frac{dn_\uparrow}{dt}=-C_{\rm opp}\,n_\uparrow\frac N2=-\frac{C_S}{4}N n_\uparrow ,$$

and likewise for spin down. While few defects are filled, $N$ is constant and

$$\tau=\frac1{CN}=\frac{1}{10^{-8}\times10^{16}}\ \text{s}=10\ \text{ns}.$$

Leaving out the spin factor altogether would give 2.5 ns.

Filling of the defects slows the decay slightly. By time $t$ a density $n_0-n$ of defects has been filled, so the integrated capture rate is reduced by $C\int_0^\tau(n_0-n)\,dt$. With $n\approx n_0e^{-t/\tau}$ this equals

$$\frac{n_0}{N}\left[1-(1-e^{-1})\right]=\frac{n_0}{N}e^{-1}\approx0.37\ \%.$$

Integrating the spin-resolved equations numerically gives a remaining fraction of 0.3692 after one lifetime, against 0.3679 for constant $N$. The relative excess is 0.37 %, as estimated.

To express $C$ as a cross-section, divide by the mean thermal speed. With a conductivity mass of $0.26\,m_e$ this speed is $2.11\times10^7$ cm/s, and

$$\sigma=\frac{C}{v}=\frac{10^{-8}}{2.11\times10^{7}}\ \text{cm}^2\approx4.7\times10^{-16}\ \text{cm}^2 .$$

Averaging the speed over the anisotropic mass (longitudinal $0.98\,m_e$, transverse $0.19\,m_e$) lowers $v$ by 1.7 % (1.6 % for a longitudinal mass of $0.916\,m_e$), which raises $\sigma$ by about the same fraction at fixed $C$.

## When the factor changes

**The same pair meets again.** Suppose a singlet is captured with probability $\eta$ in one encounter. Of all pairs, $\tfrac14(1-\eta)$ survive as singlets and $\tfrac34$ as triplets. Among survivors the singlet fraction is

$$\frac{\tfrac14(1-\eta)}{\tfrac14(1-\eta)+\tfrac34}=\frac{1-\eta}{4-\eta}.$$

For $\eta=0.5$ this is $1/7\approx0.143$. Capture has left the survivors correlated. The defect alone is still unpolarized, because the surviving state is built from $I_4$ and $\mathbf s_d\cdot\mathbf s_e$, and the latter vanishes when traced over the electron spin. A fresh electron therefore meets it with $P_S=\tfrac14$ again.

If a pair keeps its spin state between repeated encounters, $C=C_S/4$ still holds, since $C_S$ already includes the repeated attempts of a singlet. If the spins are randomized in between, former triplets get another chance. A diffusion model estimates the effect. Let $k$ be the singlet capture coefficient at contact and $C_D=4\pi DR$ the coefficient for diffusive supply to a contact radius $R$. In steady state supply equals capture, $C_D(n-n_R)=k n_R$, where $n_R$ is the density at contact. Eliminating $n_R$ gives $1/C_S=1/k+1/C_D$. With spins randomized before every contact, $k$ is replaced by $k/4$, and

$$\frac{C}{C_S/4}=\frac{4(1/k+1/C_D)}{4/k+1/C_D}=\frac{1+x}{1+x/4},\qquad x=\frac{k}{C_D}.$$

For small $x$ this is $1+\tfrac34x$. For large $x$ it tends to 4: every electron that reaches the defect is eventually captured, and the spin factor disappears. With $R=1$ nm and $D=25.9$ cm²/s, $C_D=3.2\times10^{-5}$ cm³/s, and the model gives an increase of about 0.09 %. This is only an order-of-magnitude estimate, because the estimated mean free path of 31 nm is much longer than $R$, so motion close to the defect is not diffusive.

**Triplets are captured too.** If a bound triplet state exists, or if spin–orbit coupling relaxes spin conservation, let $C_T$ be the capture coefficient averaged over the three triplet states. The three triplets carry probability $\tfrac34$:

$$C=\frac{C_S+3C_T}{4}.$$

An assumed $C_T/C_S$ of 1 % raises $C$ by 3 %, since there are three triplets for each singlet. For $C_T=C_S$ spin no longer matters and $C=C_S$.

**A magnetic field polarizes both spins.** With $g=2$ for both, the two levels of each spin are separated by $g\mu_BB$. If both spins have relaxed to thermal equilibrium before capture, Boltzmann weights give both partners the same polarization

$$p=\tanh\frac{g\mu_BB}{2k_BT},\qquad P_S=\frac{1-p^2}{4}.$$

At 1 T and 300 K, $p=0.0022$, and $P_S$ falls by a relative 0.0005 %. At 1 T and 4 K, $p=0.17$, and the fall is 2.8 %. This comparison concerns the spin factor alone; $C_S$ may itself change with temperature.

**The spins turn during the encounter.** In a rough hyperfine field of 10 mT, a spin precesses by about $1.7\times10^{-5}$ rad while the electron crosses a region of radius 1 nm in 9.5 fs. Singlet–triplet mixing by this field within one passage is negligible here. The wavelength $h/mv$ of an electron at the mean thermal speed, about 13 nm, exceeds the size of this region, so the crossing time is only a rough scale; but even 1 ps would give an angle of only about 0.002 rad. This covers free passage only. The angle reaches 1 rad after about 0.6 ns, so if the electron is first held near the defect in a weakly bound pair that lasts a nanosecond or longer, the same field mixes $S$ and $T_0$. The ratio $C/C_S$ then rises above $\tfrac14$, towards $\tfrac12$ for a static field acting on one spin only.

## Comparison with real silicon

The inputs are rough choices, not calculated properties of a particular defect. The cross-section found above follows from the assumed $C_S$ and is not an independent check of it. The defect density of $10^{16}$ cm⁻³ is chosen to represent heavily damaged material. At fixed $C$, a lower density lengthens the capture time as $1/N$, provided that $N$ stays well above the excess electron density. Re-emission then matters more, since its rate does not fall with $N$. Here $N$ counts neutral defects alone: if doping leaves only a fraction of the defects neutral, the rate of capture by neutral defects is multiplied by that fraction.

Of the corrections sized for the example at 300 K, the largest at the level depth assumed here is thermal re-emission. Let the level lie $E=0.30$ eV below the conduction band, a rough value, and measure the chemical potential $\mu$ from the band edge. In equilibrium capture balances emission, $CnN_0=eN_-$, where $N_0$ and $N_-$ are the densities of neutral and filled defects and $e$ is the emission rate. The neutral defect has two spin states and the filled one has a single state, so $N_0/N_-=2e^{-(\mu+E)/k_BT}$. With $n=N_ce^{\mu/k_BT}$,

$$e=2CN_c\,e^{-E/k_BT}.$$

For $N_c=2.83\times10^{19}$ cm⁻³ this gives $5.2\times10^6$ s⁻¹, which is 5.2 % of the capture rate $CN=10^8$ s⁻¹. This ratio is very sensitive to the depth: it is 11 % for $E=0.28$ eV and 2.4 % for $E=0.32$ eV, the latter below the 3 % from the assumed triplet capture. The value $C=10^{-8}$ cm³/s is unaffected, but the net decay of $n$ is not purely exponential towards zero unless holes empty the filled defects so fast that re-emission is negligible. Conduction-band degeneracy is negligible, with $n_0/N_c\approx4\times10^{-6}$. The value of $C_S$ itself remains the main uncertainty, since $C$ is proportional to it; for capture without a long-lived bound pair, the spin argument fixes the ratio $C/C_S$ and says nothing about the vibrational and electronic physics that determines $C_S$. The numerical output below lists the inputs and results.

## Calculated quantities

```
Singlet probability, both unpolarized: 0.250000
Singlet probability, only defect unpolarized: 0.250000
Singlet weights uu, ud, du, dd: [0.  0.5 0.5 0. ]
Squared amplitude, singlet: 2.0000 |M|^2
Squared amplitude, opposite spins: 1.0000 |M|^2
Squared amplitude, largest triplet: 0.0000 |M|^2
Squared amplitude, spin average: 0.5000 |M|^2
Singlet capture probability in survivor test: 0.50
Singlet fraction of surviving pairs: 0.1429
Singlet fraction with a fresh electron: 0.2500
Temperature: 300 K
Input C_S: 4.00e-08 cm3/s
Input neutral defect density: 1.00e+16 cm^-3
Input excess electron density: 1.00e+14 cm^-3
Capture coefficient C: 1.000e-08 cm3/s
Opposite-spin coefficient: 2.000e-08 cm3/s
Lifetime: 10.000 ns
Lifetime if spin factor is forgotten: 2.500 ns
Masses, longitudinal and transverse: 0.98, 0.19 m_e
Conductivity mass: 0.2598 m_e
Thermal speed, conductivity mass: 2.111e+07 cm/s
Capture cross-section: 4.737e-16 cm2
Anisotropic change of thermal speed: -1.65 %
Electrons left after one lifetime, dilute: 0.36788
Electrons left after one lifetime, example: 0.36923
Excess left because defects fill: 0.368 %
Level depth: 0.30 eV
Band density of states N_c: 2.832e+19 cm^-3
Emission rate: 5.168e+06 1/s
Capture rate C N: 1.000e+08 1/s
Emission rate / capture rate: 5.17 %
Degeneracy measure n/N_c: 3.53e-06
Assumed C_T/C_S: 1.0 %
Increase of C by triplet capture: 3.00 %
Magnetic field: 1.0 T
Polarization at 300 K: 0.00224
Decrease of P_S at 300 K: 0.00050 %
Polarization at 4 K: 0.1664
Decrease of P_S at 4 K: 2.77 %
Contact radius: 1.0 nm
Mobility: 1000 cm2/Vs
Diffusion constant: 25.85 cm2/s
Diffusion-limited coefficient: 3.249e-05 cm3/s
Mean free path estimate: 31.2 nm
Increase of C by repeat encounters: 0.092 %
Hyperfine field: 10.0 mT
Transit time: 9.47 fs
Precession angle in one transit: 1.67e-05 rad
```
